How Long Must a Planar Ohmic Contact Be?

**Problem**

A metal strip lies on a thin conducting layer. The strip has width W across the current and length d along it. The layer has sheet resistance R_s, and the interface has specific contact resistivity ρ_c, defined so that a voltage V across the interface drives a current density V/ρ_c through it. A steady current I₀ arrives in the layer at the front edge of the metal, x = 0. No current remains in the layer at the far edge, x = d. The contact resistance R(d) is the voltage between layer and metal at the front edge, divided by I₀.

(a) Derive the finite-length transmission-line formula for R(d), and identify the transfer length L_T.

(b) Show that a contact 1.5 transfer lengths long has a resistance only about 10 percent above that of an infinitely long contact with the same W, R_s and ρ_c. What length gives an excess of 10 percent?

(c) In an infinitely long contact, what fraction of the current has left the layer within the first 1.5 L_T? Explain why dividing the infinite-contact resistance by this fraction does not give the resistance of the shortened contact.

(d) Find the limits of R(d) for long and short contacts.

(e) Evaluate the result for R_s = 320 Ω per square, ρ_c = 5.0 × 10⁻⁶ Ω cm², W = 100 µm and d = 1.5 L_T, with a measuring current of 0.10 mA. Estimate how far the neglected effects matter.

**Solution**

**(a) The finite-length formula**

Assume that the metal is an equipotential, that ρ_c and R_s are uniform under it, and that nothing varies across the width. Assume also that the layer is thin compared with the distance over which its voltage changes, so that one voltage V(x), measured from the metal, describes the layer at each x. Let I(x) be the current still flowing in the layer in the +x direction.

A slice of layer of length dx has resistance R_s dx/W. Current flows towards lower voltage, so

dV/dx = −R_s I/W.

The same slice has interface area W dx and loses the current (V/ρ_c) W dx to the metal. Therefore

dI/dx = −W V/ρ_c.

Differentiate the first equation and insert the second. The two minus signs cancel, and so do the two factors of W:

d²V/dx² = −(R_s/W) dI/dx = (R_s/ρ_c) V.

The ratio ρ_c/R_s is the square of a length, since ρ_c is a resistance times an area and R_s is a resistance. Define

L_T = √(ρ_c/R_s), so that d²V/dx² = V/L_T².

It is convenient to measure distance from the far edge and write the general solution as

V(x) = A cosh((d − x)/L_T) + B sinh((d − x)/L_T).

Its derivative is

dV/dx = −(A/L_T) sinh((d − x)/L_T) − (B/L_T) cosh((d − x)/L_T).

At x = d the layer current vanishes, so dV/dx = 0 there. Since sinh 0 = 0 and cosh 0 = 1, this requires B = 0. At x = 0 the current is I₀, so

−(A/L_T) sinh(d/L_T) = −R_s I₀/W,

which gives

A = I₀ R_s L_T / [W sinh(d/L_T)].

The voltage profile is then

V(x) = (I₀ R_s L_T/W) cosh((d − x)/L_T) / sinh(d/L_T).

Setting x = 0 and dividing by I₀ gives

R(d) = (R_s L_T/W) coth(d/L_T).

The transfer length expresses a competition. A resistive interface makes the current spread over a longer distance before leaving, while a resistive layer makes it leave sooner.

**(b) The excess at 1.5 transfer lengths**

Write u = d/L_T. As u grows, coth u tends to 1, so

R_∞ = R_s L_T/W = √(ρ_c R_s)/W.

The second form follows from R_s √(ρ_c/R_s) = √(ρ_c R_s). An infinitely long contact thus has a finite, nonzero resistance: the distant metal is reached only through the resistive layer.

The relative excess of the finite contact is

R/R_∞ − 1 = coth u − 1
= (eᵘ + e⁻ᵘ)/(eᵘ − e⁻ᵘ) − 1
= [(eᵘ + e⁻ᵘ) − (eᵘ − e⁻ᵘ)]/(eᵘ − e⁻ᵘ)
= 2e⁻ᵘ/(eᵘ − e⁻ᵘ).

Multiplying numerator and denominator by eᵘ gives

R/R_∞ − 1 = 2/(e²ᵘ − 1).

For u = 1.5 the exponential is e³ = 20.0855, and

R/R_∞ − 1 = 2/19.0855 = 0.1048.

The resistance is 10.5 percent above the infinite-contact value, which is the stated "about 10 percent".

For a chosen excess p, solve p = 2/(e²ᵘ − 1). This gives e²ᵘ = 1 + 2/p, hence

u = ½ ln(1 + 2/p).

With p = 0.10, u = ½ ln 21 = 1.522. A contact slightly longer than 1.5 L_T brings the excess down to 10 percent.

**(c) Why the missing area costs so little**

In the infinite contact the voltage must stay bounded, so V is proportional to exp(−x/L_T). From I = −(W/R_s) dV/dx, the layer current has the same shape:

I(x) = I₀ exp(−x/L_T).

The fraction transferred to the metal before x = 1.5 L_T is therefore

1 − e⁻¹·⁵ = 0.777.

Now remove the metal beyond that point. If the remaining interface kept its exponential voltage profile, merely scaled up to carry all of I₀, the resistance would be R_∞/0.777, an excess of 28.7 percent. That profile is not a solution. Its slope at the cut is not zero, so it leaves a current in the layer with nowhere to go.

The correct profile contains a second exponential, which grows towards the far edge:

V(x) = a exp(−x/L_T) + b exp(x/L_T).

Zero slope at x = d requires −a e⁻ᵘ + b eᵘ = 0, so b = a e⁻²ᵘ. At the front edge the voltage is

V(0) = a + b = a(1 + e⁻²ᵘ),

and the current is

I₀ = −(W/R_s) dV/dx at x = 0
= (W/(R_s L_T))(a − b)
= (W/(R_s L_T)) a(1 − e⁻²ᵘ).

Their ratio is

R = R_∞ (1 + e⁻²ᵘ)/(1 − e⁻²ᵘ),

which is the coth formula again. It shows where the 10 percent comes from. For u = 1.5 the second exponential has the relative amplitude e⁻³ ≈ 0.05 at the front edge. It raises the voltage by about 5 percent and lowers the current by about 5 percent, for a given a. The resistance therefore rises by about 10 percent.

The effect of the cut decays over the length d twice, once on the way to the far edge and once on the way back. This is why the excess is governed by e⁻²ᵘ, although the current that had to be redirected is governed by e⁻ᵘ.

**(d) Long and short contacts**

For a long contact e²ᵘ is much larger than 1, and

R/R_∞ − 1 ≈ 2e⁻²ᵘ.

Each additional transfer length reduces the excess by a factor of about e² ≈ 7.4. The full formula gives 31.3 percent at u = 1, 3.7 percent at u = 2 and 0.5 percent at u = 3. Doubling the length from 1.5 L_T to 3 L_T therefore lowers the resistance by only about 9 percent of its value at 1.5 L_T.

For a short contact, expand the hyperbolic functions:

coth u = cosh u/sinh u ≈ (1 + u²/2)/[u(1 + u²/6)] ≈ (1/u)(1 + u²/3) = 1/u + u/3.

Multiply by R_s L_T/W, and use u = d/L_T and R_s L_T² = ρ_c:

R ≈ ρ_c/(W d) + R_s d/(3W).

The first term is the interface resistivity divided by the whole contact area, as expected when the current leaves almost uniformly. The second is the leading correction from the layer under the metal. Here shortening the contact is expensive: at u = 0.5 the excess over R_∞ is already 116 percent.

**(e) Numerical example**

The given values are rough typical ones for an ohmic contact to the electron channel of a gallium nitride transistor. The transfer length is

L_T = √(5.0 × 10⁻⁶ Ω cm² / 320 Ω) = 1.25 × 10⁻⁴ cm = 1.25 µm,

so d = 1.5 × 1.25 µm = 1.875 µm. The two resistances are

R_∞ = 320 Ω × 1.25 µm/100 µm = 4.00 Ω,

R = 4.00 Ω × 1.1048 = 4.42 Ω.

Multiplied by the width, these are 0.40 and 0.44 Ω mm.

As a check that does not use the differential equation, the contact was replaced by a network of 3000 segments of length h. Each segment has a series resistance R_s h/W, and each node is joined to the metal by a conductance W h/ρ_c, halved at the two end nodes. Solving Kirchhoff's equations gives 4.4192 Ω. A network 15 L_T long, with 15,000 segments, stands for the infinite contact and gives 4.0000 Ω. The ratio confirms the excess of 10.48 percent.

At 0.10 mA the front-edge voltage is 0.10 mA × 4.42 Ω = 0.442 mV. The interface current density there is

0.442 × 10⁻³ V/(5.0 × 10⁻⁶ Ω cm²) = 88 A/cm².

From the profile in part (a), the density at the far edge is smaller by the factor cosh 1.5 = 2.35, which gives 38 A/cm². The far end still carries an appreciable current density, yet extending the metal beyond it would gain little.

**Effects that are small at the measuring current.** For a uniform film 20 nm thick with the same sheet resistance, a two-dimensional solution of the current flow changes R by 0.006 percent. The thin-layer assumption is thus well satisfied for this film.

The interface need not be linear. Suppose that it follows the diode-like law

J = (V_th/ρ_c)[exp(V/V_th) − 1], V_th = kT/q = 25.9 mV at 300 K,

which has the same resistivity at zero voltage. A numerical solution then shifts R by −0.39 percent for one current direction and +0.39 percent for the other.

The contact voltage also changes the electron density in the channel. Treat the barrier as a capacitor of thickness 20 nm and relative permittivity 9, above a channel with 10¹³ electrons per cm². The density then changes by 0.011 percent.

With an effective mass of 0.20 electron masses, the channel's Fermi energy is 0.12 eV, well above kT. The electrons are therefore degenerate. This does not alter the equations: V is a difference of electrochemical potentials, as for any electron density, and the given R_s already describes the conduction. The corresponding mean free path is about 100 nm, or 8 percent of L_T, so a local Ohm's law is reasonable here. It would not be for a contact as short as the mean free path.

**Effects that can matter in a device.** The sheet resistance under the metal can differ from that outside it, because forming the contact can alter the layer. The formula still holds if R_s denotes the value under the metal. Suppose that this value is halved while ρ_c and d = 1.875 µm are held fixed. L_T then grows by √2, the contact is only 1.06 transfer lengths long, and the excess becomes 27 percent. The resistance itself nevertheless falls from 4.42 to 3.60 Ω. A small excess and a small resistance are different goals.

Heating acts the other way. If the mobility falls as T⁻², a rough assumption, R_s rises to about 640 Ω per square at 423 K. With ρ_c, d and the electron density held fixed, the excess shrinks to about 3 percent, but the resistance rises to about 5.8 Ω.

The metal is not a perfect equipotential. For a metal sheet resistance of 0.10 Ω per square, conduction along the contact length adds at most 0.10 Ω × 1.875/100 ≈ 0.002 Ω. The situation is different if the strip is a finger fed from one end of its 100 µm width. With uniform collection, the metal current grows linearly towards the fed end, and the mean of its square is I₀²/3. The dissipated power then corresponds to an added resistance of

0.10 Ω × 100/(3 × 1.875) = 1.78 Ω,

about 40 percent of R. This is only an estimate: the voltage drop along such a finger is comparable with the contact voltage itself, so the collection need not stay uniform. The equipotential assumption therefore needs a thick metal overlay, or feeding along the whole width.

At 10 GHz the capacitance of the same 20 nm barrier carries a current 0.125 times the conductive one. Replacing 1/ρ_c by the complex interface admittance gives an impedance with real part 4.38 Ω and imaginary part −0.35 Ω. The resistive part changes by about 1 percent. The imaginary part is only a rough figure, because it counts the geometric capacitance alone. The inertia of the channel electrons (the angular frequency times the scattering time is about 0.014 for the mass, density and R_s used here) moves it to −0.33 Ω. The channel's quantum capacitance in series with the barrier moves it further, to −0.32 Ω. The real part stays at 4.38 Ω.

At a full device current of 1 A/mm, the linear model predicts a front-edge voltage of 0.44 V, about 17 times kT/q. A constant ρ_c can no longer be taken for granted, and the estimated change in channel density reaches 11 percent. If the whole voltage fell across the 20 nm barrier, it would add a field of 0.22 MV/cm to any field already present there. This addition is small beside the breakdown field of gallium nitride, roughly 3 MV/cm, but the voltage is large beside kT/q, so the linearity of the interface is in doubt. If the interface did follow the diode-like law above, the front-edge voltage would be only about 0.13 V in the forward direction. In the reverse direction the contact could pass no more than V_th W d/ρ_c ≈ 9.7 mA, a tenth of the required 100 mA. The 0.44 V, and the density change and barrier field derived from it, belong to the linear model only. The layer may also depart from Ohm's law: the field along it at the front edge is 3.2 kV/cm, where a constant low-field mobility is no longer assured. Self-heating at this current is not estimated here.

The design rule is therefore conditional. For a linear, uniform contact fed from one edge, with an equipotential metal, a length of 1.5 L_T brings the resistance within about 10 percent of its long-contact limit. L_T must be evaluated with the contact resistivity and the sheet resistance under the metal, both at the operating temperature. The complete set of values is in the numerical output below.

Numbers as computed

```
Sheet resistance: 320 ohm/sq
Specific contact resistivity: 5.0e-06 ohm cm2
Contact width: 100 um
Transfer length: 1.250 um
Contact length: 1.875 um
Infinite contact, network: 4.0000 ohm
Finite contact, network: 4.4192 ohm
Finite contact, formula: 4.4192 ohm
Infinite contact times width: 0.4000 ohm mm
Finite contact times width: 0.4419 ohm mm
exp(3): 20.0855
Excess at 1.5 transfer lengths: 10.48 percent
Length for 10 percent excess: 1.5223 transfer lengths
Excess at 0.5 transfer lengths: 116.40 percent
Excess at 1.0 transfer lengths: 31.30 percent
Excess at 2.0 transfer lengths: 3.73 percent
Excess at 3.0 transfer lengths: 0.50 percent
Infinite contact, current share in first 1.5: 77.69 percent
Excess from naive division by share: 28.72 percent
Measuring current: 0.10 mA
Front-edge voltage: 0.4419 mV
Front current density: 88.38 A/cm2
Far-end current density: 37.57 A/cm2
Front to far-end ratio: 2.352
Assumed film and barrier thickness: 20 nm
Resistance shift, 2D film: 0.0056 percent
Assumed metal sheet resistance: 0.10 ohm/sq
Metal along contact length, at most: 0.00187 ohm
Metal along end-fed finger, estimate: 1.78 ohm
Excess, sheet resistance under metal halved: 27.24 percent
Resistance, sheet under metal halved: 3.599 ohm
Sheet resistance at 423 K: 636.2 ohm/sq
Excess at 423 K, same length: 2.95 percent
Resistance at 423 K: 5.807 ohm
Thermal voltage at 300 K: 25.85 mV
Shift, diode law, forward: -0.386 percent
Shift, diode law, reverse: 0.390 percent
Assumed relative permittivity: 9.0
Capacitive to conductive current, 10 GHz: 0.1252
Real part of impedance, 10 GHz: 4.3775 ohm
Imaginary part of impedance, 10 GHz: -0.3542 ohm
Assumed channel density: 1.0e+13 per cm2
Density change at measuring current: 0.0110 percent
Density change at 1 A/mm: 10.99 percent
Assumed effective mass: 0.20 electron masses
Channel Fermi energy: 0.120 eV
Implied mobility: 1950 cm2/Vs
Mean free path: 101.8 nm
Linear-model front voltage at 1 A/mm: 0.442 V
Barrier field at 1 A/mm: 0.221 MV/cm
In-plane entry field at 1 A/mm: 3.20 kV/cm
```
